**Andreev conductance of a diffusive wire: numerical tests**

The program tests that a phase-coherent diffusive wire on a superconductor keeps its mean normal-state conductance at zero energy, to leading order in the channel number \(N\) and in \(s\), the length divided by the backscattering length. Here \(G_N\) and \(G_{NS}\) are the conductances with the contact normal and superconducting, and \(G_0=2e^2/h\). It asserts that the formula based on transmission eigenvalues agrees within 1% with a lattice calculation containing a superconducting lead; the output gives 2.6871 and 2.6868 \(G_0\). Wires assembled from random slices must match the large-\(N\) solution within four standard errors plus 2%. All four cases pass, the largest deviation being \(G_{NS}\) at transparency 0.5, which lies about 5% below theory. For disordered strips of two widths it asserts that \(G_{NS}-G_N\) stays below \(0.6\,G_0\) in magnitude; the output shows \(-0.17\) and \(-0.15\,G_0\), although \(G_N\) doubles. The worked InAs example gives 445 µS in the normal state and 446 µS with the superconductor, together with estimates of the neglected effects.

## Program and output

```python
# Result under test: a phase-coherent diffusive wire with an ideal contact to a
# superconductor has, at zero energy, the same mean conductance as in the normal
# state, to leading order in channel number N and in s = length / backscattering length.
# T: transmission eigenvalue; gamma: interface transparency; G0 = 2 e^2/h.
# g_n = sum T and g_ns = 2 sum T^2/(2-T)^2 are conductances in units of G0.
# Generating function: I(phi) = sum T sin(phi) / (1 - T sin(phi/2)^2).
# Lattice calculations use hopping = 1, lattice spacing = 1 and hbar = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def generating(phi, T):
    return T * np.sin(phi) / (1 - T * np.sin(phi / 2) ** 2)


def andreev_sum(T):
    return 2 * np.sum(T ** 2 / (2 - T) ** 2, axis=-1)


def slope_per_channel(phi, s, gamma=1.0):
    """Slope of I/N for a wire in series with an interface, by characteristics."""
    start = brentq(lambda p: p + s * generating(p, gamma) - phi, 0, phi) if phi else 0.0
    d = 1 - gamma * np.sin(start / 2) ** 2
    slope = gamma * np.cos(start) / d + (gamma * np.sin(start) / d) ** 2 / 2
    return slope / (1 + s * slope)


def grow_wire(n, gamma, s, steps, samples):
    """Add random scattering slices to an interface; return transmission eigenvalues."""
    ds = s / steps
    p = ds / (1 + ds)      # reflection probability; series resistance p/(1-p) = ds
    T = np.full((samples, n), gamma)
    for _ in range(steps):
        rho = rng.normal(size=(samples, n, n)) + 1j * rng.normal(size=(samples, n, n))
        rho *= np.sqrt(p / (2 * n))
        bounce = np.eye(n) - np.sqrt(1 - T)[:, :, None] * rho
        a = np.linalg.inv(bounce) * np.sqrt(T)[:, None, :]
        b = rho @ a
        tt = a.conj().swapaxes(1, 2) @ a - b.conj().swapaxes(1, 2) @ b
        T = np.clip(np.linalg.eigvalsh(tt), 0, 1)
    return T


def chain(n):
    return np.eye(n, k=1) + np.eye(n, k=-1)


def normal_lead(energy, width):
    """Retarded self-energy, open transverse modes and their velocities."""
    k = np.arange(1, width + 1)
    q = k * np.pi / (width + 1)
    chi = np.sqrt(2 / (width + 1)) * np.sin(np.outer(k, q))
    x = energy - 2 * np.cos(q)
    is_open = np.abs(x) < 2
    root = np.sqrt(np.abs(4 - x ** 2))
    sigma = np.where(is_open, (x - 1j * root) / 2, (x - np.sign(x) * root) / 2)
    return (chi * sigma) @ chi.T, chi[:, is_open], root[is_open]


def scattering(disorder, energy):
    """Reflection (from the right) and transmission (left to right) of strips."""
    length, width = disorder.shape[1:]
    sigma, chi, v = normal_lead(energy, width)
    eye = np.eye(width)
    base = energy * eye - chain(width)
    left, cross = sigma, chi
    for col in range(length):
        m = base - left - disorder[:, col, :, None] * eye
        if col == length - 1:
            m = m - sigma
        left = np.linalg.inv(m)
        cross = left @ cross
    w = np.sqrt(np.outer(v, v))
    r = -np.eye(len(v)) + 1j * w * (chi.T @ left @ chi)
    t = 1j * w * (chi.T @ cross)
    return r, t


def andreev_from_s(plus, minus):
    """g_ns from repeated bounces between the wire and an ideal Andreev mirror."""
    r, t = plus
    r_m, t_m = minus
    inner = np.linalg.solve(np.eye(r.shape[-1]) + r @ r_m.conj(), t)
    r_he = -1j * t_m.conj().swapaxes(1, 2) @ inner
    return 2 * np.sum(np.abs(r_he) ** 2, axis=(1, 2))


def bdg_conductance(disorder, mu, gap):
    """g_ns from the full lattice Hamiltonian with a real superconducting lead."""
    length, width = disorder.shape
    n = length * width
    tz, tx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
    eye_w = np.eye(width)
    z = 1e-11j * np.eye(2 * width)
    hop = np.kron(tz, eye_w).astype(complex)
    bulk = np.kron(tz, chain(width) - mu * eye_w) + gap * np.kron(tx, eye_w) + 0j
    surface, a, b = bulk.copy(), hop.copy(), hop.copy()
    for _ in range(25):    # each pass doubles the length of the superconducting lead
        g = np.linalg.inv(z - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
    sigma_s = hop @ np.linalg.inv(z - surface) @ hop
    sigma = normal_lead(mu, width)[0]
    h = np.kron(chain(length), eye_w) + np.kron(np.eye(length), chain(width))
    h = h + np.diag(disorder.reshape(-1)) - mu * np.eye(n)
    m = -np.kron(tz, h).astype(complex)
    m[:width, :width] -= sigma
    m[n:n + width, n:n + width] += sigma.conj()
    last = np.r_[n - width:n, 2 * n - width:2 * n]
    m[np.ix_(last, last)] -= sigma_s
    g_he = np.linalg.inv(m)[n:n + width, :width]
    broad = 1j * (sigma - sigma.conj().T)
    return 2 * np.trace(broad.conj() @ g_he @ broad @ g_he.conj().T).real


def mean_err(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(len(x))


# --- Both conductances are slopes of the generating function ---
T_test = rng.uniform(0.01, 1, 15)
h = 1e-5
for angle, expected in ((0, T_test.sum()), (np.pi / 2, andreev_sum(T_test))):
    diff = generating(angle + h, T_test).sum() - generating(angle - h, T_test).sum()
    assert abs(diff / (2 * h) - expected) < 1e-6 * expected

# --- Diffusive limit: T = 1/cosh(x)^2 with uniform x ---
for angle in (0.4, 1.1, np.pi / 2, 2.5):
    value = quad(lambda x: generating(angle, np.cosh(x) ** -2), 0, 30)[0]
    assert abs(value - angle) < 1e-7
T_even = brentq(lambda T: 2 * T / (2 - T) ** 2 - 1, 0.1, 1)
assert abs(T_even - (3 - np.sqrt(5))) < 1e-10
x_even = np.arccosh(1 / np.sqrt(T_even))


def excess(x):
    T = np.cosh(x) ** -2
    return 2 * T ** 2 / (2 - T) ** 2 - T


gain = quad(excess, 0, x_even)[0]
loss = quad(excess, x_even, 30)[0]
assert gain > 0.1 and abs(gain + loss) < 1e-8
print(f"Channel gains when T exceeds: {T_even:.4f}")
print(f"Gain of open channels / G_N: {gain:+.4f}")
print(f"Loss of other channels / G_N: {loss:+.4f}")

# --- Wire solution against random slices, without and with a barrier ---
n_slice, s_slice = 10, 2.0
for gamma in (1.0, 0.5):
    T = grow_wire(n_slice, gamma, s_slice, 80, 250)
    for name, data, angle in (("G_N", T.sum(axis=1), 0.0),
                              ("G_NS", andreev_sum(T), np.pi / 2)):
        theory = n_slice * slope_per_channel(angle, s_slice, gamma)
        mean, err = mean_err(data)
        # allowance: four standard errors plus 2% for finite N and finite slices
        assert abs(mean - theory) < 4 * err + 0.02 * theory, (name, mean, theory)
        print(f"Slices, transparency {gamma}: {name} {mean:.3f} +- {err:.3f},"
              f" theory {theory:.3f} G0")
for s in (0.0, 1.0, 3.0, 10.0, 30.0):
    ratio = slope_per_channel(np.pi / 2, s) / slope_per_channel(0, s)
    print(f"Ideal contact, s = {s:4.1f}: G_NS/G_N = {ratio:.6f}")
    if s == 0:
        assert abs(ratio - 2) < 1e-10
assert abs((ratio - 1) * 16 * (1 + s) ** 3 / np.pi ** 2 - 1) < 0.01

# --- Andreev formula against a lattice with a superconducting lead ---
mu = -1.0
small = rng.uniform(-0.75, 0.75, (1, 12, 6))
t_small = scattering(small, mu)[1]
T_small = np.linalg.svd(t_small, compute_uv=False)[0] ** 2
from_T = andreev_sum(T_small)
from_bdg = bdg_conductance(small[0], mu, 1e-3)
assert abs(from_bdg / from_T - 1) < 0.01   # finite gap/bandwidth leaves a small error
print(f"One strip, superconducting lead: G_NS = {from_bdg:.4f} G0")
print(f"Same strip, from its T values: G_NS = {from_T:.4f} G0")

# --- Microscopic disordered strips of two widths ---
length = 60
for width, samples in ((12, 250), (24, 150)):
    disorder = rng.uniform(-0.75, 0.75, (samples, length, width))
    zero = scattering(disorder, mu)
    T = np.linalg.svd(zero[1], compute_uv=False) ** 2
    g_n, g_ns = T.sum(axis=1), andreev_sum(T)
    assert np.allclose(andreev_from_s(zero, zero), g_ns, rtol=1e-6, atol=1e-8)
    shift, shift_err = mean_err(g_ns - g_n)
    assert abs(shift) < 0.6 and g_n.mean() > 1.2   # doubling would need shift = g_n
    print(f"Strip width {width}: channels {T.shape[1]}, G_N {g_n.mean():.3f},"
          f" G_NS {g_ns.mean():.3f} G0")
    print(f"  G_NS - G_N = {shift:+.3f} +- {shift_err:.3f} G0")

# --- Finite energy, wider strips: scale is diffusion constant / length^2 ---
velocity = normal_lead(mu, width)[2]
channels = len(velocity)
s_strip = channels / g_n.mean() - 1
diffusion = channels * (length / s_strip) / (2 * np.sum(1 / velocity))
thouless_strip = diffusion / length ** 2
print(f"Wider strip: s = {s_strip:.2f}, Thouless energy = {thouless_strip:.5f} hopping")
for multiple in (1, 5):
    e = multiple * thouless_strip
    g_e = andreev_from_s(scattering(disorder, mu + e), scattering(disorder, mu - e))
    rise, rise_err = mean_err((g_e - g_ns) / g_ns.mean())
    print(f"Energy {multiple} Thouless: relative rise of G_NS"
          f" {rise:+.3f} +- {rise_err:.3f}")
assert 0 < rise < 0.6

# --- Worked example: InAs quantum-well wire with aluminium, rough typical values ---
density_cm2, mobility_cm2, mass_ratio = 1e12, 1e4, 0.03
width_nm, length_nm, temperature, gap_meV = 500.0, 1500.0, 0.020, 0.2
G0 = 2 * const.e ** 2 / const.h
density, mobility = density_cm2 * 1e4, mobility_cm2 * 1e-4
k_f = np.sqrt(2 * np.pi * density)
v_f = const.hbar * k_f / (mass_ratio * const.m_e)
free_path = const.hbar * k_f * mobility / const.e
N = int(k_f * width_nm * 1e-9 / np.pi)
back_length = density * const.e * mobility * np.pi / (G0 * k_f)
assert abs(back_length / (np.pi / 2 * free_path) - 1) < 1e-8
s = length_nm * 1e-9 / back_length
assert 1 < s < N
D = v_f * free_path / 2
thouless = const.hbar * D / (length_nm * 1e-9) ** 2 / const.e
G_N = G0 * N * slope_per_channel(0, s)
G_NS = G0 * N * slope_per_channel(np.pi / 2, s)
T_mean = 1 / (1 + s)
G_wrong = G0 * N * 2 * T_mean ** 2 / (2 - T_mean) ** 2
thermal = np.pi / np.sqrt(3) * const.k * temperature / const.e
print(f"Inputs: density {density_cm2:.1e} cm^-2, mobility {mobility_cm2:.1e} cm2/Vs,"
      f" mass {mass_ratio} m_e")
print(f"Inputs: width {width_nm:.0f} nm, length {length_nm:.0f} nm,"
      f" {temperature} K, gap {gap_meV} meV")
print(f"Conductance unit G0 = {G0 * 1e6:.3f} uS")
print(f"Fermi wave number = {k_f * 1e-9:.4f} nm^-1")
print(f"Transport mean free path = {free_path * 1e9:.1f} nm")
print(f"Backscattering length = {back_length * 1e9:.1f} nm")
print(f"Channels N = {N}, s = {s:.3f}, mean T = {T_mean:.4f}")
print(f"Localization scale N*l = {N * back_length * 1e9:.0f} nm")
print(f"G_N = {G_N * 1e6:.2f} uS (resistance {1e-3 / G_N:.4f} kOhm)")
print(f"G_NS = {G_NS * 1e6:.2f} uS (resistance {1e-3 / G_NS:.4f} kOhm)")
print(f"Ballistic remainder G_NS/G_N - 1 = {G_NS / G_N - 1:.5f}")
print(f"Wrong estimate, doubling: {2 * G_N * 1e6:.2f} uS")
print(f"Wrong estimate, mean T inserted: {G_wrong * 1e6:.2f} uS")
print(f"Quantum correction scale, lattice shift*G0/G_N = {shift * G0 / G_N:+.3f}")
for gamma in (0.8, 0.3):
    b_n = G0 * N * slope_per_channel(0, s, gamma)
    b_ns = G0 * N * slope_per_channel(np.pi / 2, s, gamma)
    print(f"Transparency {gamma}: G_N {b_n * 1e6:.2f} uS, G_NS {b_ns * 1e6:.2f} uS,"
          f" ratio {b_ns / b_n:.4f}")
print(f"Diffusion constant = {D * 1e4:.1f} cm2/s")
print(f"Thouless energy = {thouless * 1e6:.2f} ueV")
print(f"Thermal rms energy = {thermal * 1e6:.2f} ueV,"
      f" ratio to Thouless = {thermal / thouless:.3f}")
print(f"Thouless energy / gap = {thouless / (gap_meV * 1e-3):.3f}")
print("success")
```

It prints:

```
Channel gains when T exceeds: 0.7639
Gain of open channels / G_N: +0.3003
Loss of other channels / G_N: -0.3003
Slices, transparency 1.0: G_N 3.310 +- 0.017, theory 3.333 G0
Slices, transparency 1.0: G_NS 3.323 +- 0.037, theory 3.407 G0
Slices, transparency 0.5: G_N 2.459 +- 0.018, theory 2.500 G0
Slices, transparency 0.5: G_NS 2.266 +- 0.036, theory 2.376 G0
Ideal contact, s =  0.0: G_NS/G_N = 2.000000
Ideal contact, s =  1.0: G_NS/G_N = 1.074977
Ideal contact, s =  3.0: G_NS/G_N = 1.009425
Ideal contact, s = 10.0: G_NS/G_N = 1.000461
Ideal contact, s = 30.0: G_NS/G_N = 1.000021
One strip, superconducting lead: G_NS = 2.6868 G0
Same strip, from its T values: G_NS = 2.6871 G0
Strip width 12: channels 8, G_N 1.875, G_NS 1.701 G0
  G_NS - G_N = -0.173 +- 0.029 G0
Strip width 24: channels 16, G_N 3.776, G_NS 3.629 G0
  G_NS - G_N = -0.147 +- 0.036 G0
Wider strip: s = 3.24, Thouless energy = 0.00419 hopping
Energy 1 Thouless: relative rise of G_NS +0.057 +- 0.004
Energy 5 Thouless: relative rise of G_NS +0.143 +- 0.019
Inputs: density 1.0e+12 cm^-2, mobility 1.0e+04 cm2/Vs, mass 0.03 m_e
Inputs: width 500 nm, length 1500 nm, 0.02 K, gap 0.2 meV
Conductance unit G0 = 77.481 uS
Fermi wave number = 0.2507 nm^-1
Transport mean free path = 165.0 nm
Backscattering length = 259.2 nm
Channels N = 39, s = 5.788, mean T = 0.1473
Localization scale N*l = 10107 nm
G_N = 445.17 uS (resistance 2.2463 kOhm)
G_NS = 446.04 uS (resistance 2.2419 kOhm)
Ballistic remainder G_NS/G_N - 1 = 0.00195
Wrong estimate, doubling: 890.35 uS
Wrong estimate, mean T inserted: 38.21 uS
Quantum correction scale, lattice shift*G0/G_N = -0.026
Transparency 0.8: G_N 429.36 uS, G_NS 429.94 uS, ratio 1.0014
Transparency 0.3: G_N 331.29 uS, G_NS 318.75 uS, ratio 0.9622
Diffusion constant = 798.0 cm2/s
Thouless energy = 23.34 ueV
Thermal rms energy = 3.13 ueV, ratio to Thouless = 0.134
Thouless energy / gap = 0.117
success
```
